# How a quarter-wave oxide raises silicon's emissivity and misleads a pyrometer: test program

```python
"""Normal emissivity of opaque silicon with and without a quarter-wave oxide.

Result under test: at wavelength lam, an oxide of index n1 and thickness
lam/(4 n1) on silicon of index ns changes the normal emissivity from
4 ns/(1+ns)^2 to 4 ns n1^2/(ns+n1^2)^2, the largest value for any thickness.
Emissivity = 1 - reflectance, for an opaque wafer at one temperature.
The formulas are compared with numerical integration of the wave equation.
Lengths are in nm unless a name says otherwise; time factor exp(-i omega t).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

lam, n_ox, n_si = 950.0, 1.45, 3.6


def propagate(start, x_from, x_to, a, b):
    """Integrate u' = a v, v' = -b u, with x = 2 pi z / wavelength."""
    if x_from == x_to:
        return start
    sol = solve_ivp(lambda x, y: [a * y[1], -b * y[0]], (x_from, x_to),
                    np.array(start, dtype=complex), method="DOP853",
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    return sol.y[:, -1]


def wave_emissivity(d, n1=n_ox, ns=n_si, wavelength=lam, sine=0.0, pol="s"):
    """1 - R from the wave equation; u is E (s) or H (p)."""
    def coefficients(n):
        if pol == "s":
            return 1.0, n**2 - sine**2
        return n**2, 1 - sine**2 / n**2

    def admittance(n):
        a, b = coefficients(n)
        return np.sqrt(complex(a * b)) / a

    depth = 2 * np.pi * d / wavelength
    start = [1.0 + 0j, 1j * admittance(ns)]
    u, v = propagate(start, depth, 0.0, *coefficients(n1))
    w = v / (1j * admittance(1.0))
    return 1 - abs((u - w) / (u + w))**2


def escape_transmittance(d):
    """Power fraction leaving for air when the wave comes from inside Si."""
    depth = 2 * np.pi * d / lam
    u, v = propagate([1.0 + 0j, -1j], 0.0, depth, 1.0, n_ox**2)
    incident = (u - v / (1j * n_si)) / 2
    return 1 / (n_si * abs(incident)**2)


# Closed forms
r01 = (1 - n_ox) / (1 + n_ox)
r12 = (n_ox - n_si) / (n_ox + n_si)


def film_emissivity(d):
    phase = 4 * np.pi * n_ox * d / lam
    return ((1 - r01**2) * (1 - r12**2)
            / (1 + (r01 * r12)**2 + 2 * r01 * r12 * np.cos(phase)))


d_quarter = lam / (4 * n_ox)
eps_bare = 4 * n_si / (1 + n_si)**2
eps_film = 4 * n_si * n_ox**2 / (n_si + n_ox**2)**2

# Formulas against the wave equation, and escape from inside against 1 - R
assert abs(wave_emissivity(0.0) - eps_bare) < 1e-9
assert abs(wave_emissivity(d_quarter) - eps_film) < 1e-8
for d in (0.0, 40.0, 100.0, d_quarter, 250.0, 400.0):
    assert abs(wave_emissivity(d) - film_emissivity(d)) < 1e-8
    assert abs(escape_transmittance(d) - wave_emissivity(d)) < 1e-8
assert abs(wave_emissivity(2 * d_quarter) - eps_bare) < 1e-8

# The best thickness, found without the quarter-wave rule
best = minimize_scalar(lambda d: -wave_emissivity(d), bounds=(20, 310),
                       method="bounded", options={"xatol": 1e-4})
assert abs(best.x - d_quarter) < 0.05
assert round(best.x) == 164
assert round(wave_emissivity(0.0), 2) == 0.68
assert round(-best.fun, 2) == 0.93

# A quarter-wave film helps only if its index lies between air and silicon
for n1 in (0.8, 1.2, 1.45, 2.0, 3.0, 4.5):
    raised = wave_emissivity(lam / (4 * n1), n1=n1) > eps_bare
    assert raised == (1 < n1 < n_si)
n_ideal = np.sqrt(n_si)
assert abs(wave_emissivity(lam / (4 * n_ideal), n1=n_ideal) - 1) < 1e-8

# Bounce by bounce: first reflection, then waves returned by the lower face
turn = np.exp(1j * 4 * np.pi * n_ox * d_quarter / lam)
bounces = [(1 - r01**2) * r12 * turn * (-r01 * r12 * turn)**m
           for m in range(30)]
lower_face = sum(bounces)
assert abs(1 - abs(r01 + lower_face)**2 - wave_emissivity(d_quarter)) < 1e-8
assert r01 * lower_face.real < 0

# Pyrometer set for bare silicon; the controller holds the reading
c2 = const.h * const.c / const.k
lam_m = lam * 1e-9
read_C = 1050.0
read_K = read_C + const.zero_Celsius


def true_temperature(eps_true, eps_set):
    return 1 / (1 / read_K + lam_m / c2 * np.log(eps_true / eps_set))


def planck_temperature(eps_true, eps_set):
    def planck(T):
        return 1 / np.expm1(c2 / (lam_m * T))
    return brentq(lambda T: eps_true * planck(T) / (eps_set * planck(read_K))
                  - 1, 900, 1800, xtol=1e-9)


true_K = true_temperature(eps_film, eps_bare)
assert abs(true_K - planck_temperature(eps_film, eps_bare)) < 0.01
assert true_K < read_K

# Reflecting plate facing the wafer (rough typical reflectance)
rho = 0.9


def cavity(eps):
    return eps / (1 - rho * (1 - eps))


for eps in (eps_bare, eps_film):
    leaving, ray = 0.0, eps
    for _ in range(200):
        leaving += ray
        ray *= rho * (1 - eps)
    assert abs(leaving - cavity(eps)) < 1e-12
true_cavity_K = true_temperature(cavity(eps_film), cavity(eps_bare))
assert abs(true_cavity_K - planck_temperature(cavity(eps_film),
                                              cavity(eps_bare))) < 0.01
assert read_K - true_cavity_K < read_K - true_K

# Neglected effects, with rough typical material values
dn_dT = 2.5e-4
n_hot = n_si + dn_dT * (read_K - 300)
hot_bare = wave_emissivity(0.0, ns=n_hot)
hot_film = wave_emissivity(d_quarter, ns=n_hot)
hot_true_K = true_temperature(hot_film, hot_bare)
alpha_hot_cm = 5000.0
kappa = alpha_hot_cm * 100 * lam_m / (4 * np.pi)
shift_abs = wave_emissivity(d_quarter, ns=n_si + 1j * kappa) - eps_film
alpha_cold_cm, wafer_um = 150.0, 775.0
leak = np.exp(-alpha_cold_cm * wafer_um * 1e-4)
eps_thick = wave_emissivity(1.05 * d_quarter)
eps_thin = wave_emissivity(0.95 * d_quarter)
band = np.linspace(lam - 10, lam + 10, 21)
shift_band = np.mean([wave_emissivity(d_quarter, wavelength=w)
                      for w in band]) - eps_film
# The oblique solver must give full p-absorption at Brewster's angle
brewster_sine = n_si / np.sqrt(1 + n_si**2)
assert abs(wave_emissivity(0.0, sine=brewster_sine, pol="p") - 1) < 1e-10
view_deg = 30.0
s30 = np.sin(np.radians(view_deg))
oblique_film = np.mean([wave_emissivity(d_quarter, sine=s30, pol=p)
                        for p in "sp"])
oblique_bare = np.mean([wave_emissivity(0.0, sine=s30, pol=p) for p in "sp"])

print(f"wavelength: {lam:.0f} nm")
print(f"index of oxide: {n_ox:.2f}, of silicon: {n_si:.2f}")
print(f"quarter-wave thickness: {d_quarter:.2f} nm")
print(f"best thickness from wave equation: {best.x:.2f} nm")
print(f"r01 (air-oxide): {r01:.4f}")
print(f"r12 (oxide-silicon): {r12:.4f}")
print(f"first wave from lower face: {bounces[0].real:.4f}")
print(f"all waves from lower face: {lower_face.real:.4f}")
print(f"total reflection amplitude: {(r01 + lower_face).real:.4f}")
print(f"reflectance, bare: {1 - eps_bare:.4f}")
print(f"reflectance, quarter-wave oxide: {1 - eps_film:.4f}")
print(f"emissivity, bare: {eps_bare:.4f}")
print(f"emissivity, quarter-wave oxide: {eps_film:.4f}")
print(f"emissivity ratio: {eps_film / eps_bare:.4f}")
print(f"emissivity, half-wave oxide: {wave_emissivity(2*d_quarter):.4f}")
print(f"ideal film index sqrt(ns): {n_ideal:.4f}")
print(f"second radiation constant c2: {c2 * 1e6:.1f} um K")
print(f"pyrometer reading: {read_C:.0f} C = {read_K:.2f} K")
print(f"true wafer temperature: {true_K - const.zero_Celsius:.1f} C")
print(f"true minus reading: {true_K - read_K:.1f} K")
print(f"reflector reflectance (rough): {rho:.2f}")
print(f"effective emissivity, bare: {cavity(eps_bare):.4f}")
print(f"effective emissivity, oxide: {cavity(eps_film):.4f}")
print(f"true minus reading, reflector: {true_cavity_K - read_K:.1f} K")
print("Neglected effects (rough material values)")
print(f"dn/dT of silicon: {dn_dT:.1e} per K")
print(f"hot silicon index: {n_hot:.2f}")
print(f"hot emissivity, bare: {hot_bare:.3f}")
print(f"hot emissivity, oxide: {hot_film:.3f}")
print(f"true minus reading, hot index: {hot_true_K - read_K:.1f} K")
print(f"hot absorption coefficient: {alpha_hot_cm:.0f} per cm")
print(f"hot extinction index: {kappa:.3f}")
print(f"emissivity shift from it: {shift_abs:.1e}")
print(f"cold absorption coefficient: {alpha_cold_cm:.0f} per cm")
print(f"wafer thickness: {wafer_um:.0f} um")
print(f"one-pass leak, cold wafer: {leak:.1e}")
print(f"emissivity, oxide 5 % thicker: {eps_thick:.4f}")
print(f"emissivity, oxide 5 % thinner: {eps_thin:.4f}")
print(f"shift from a {band[-1] - band[0]:.0f} nm band: {shift_band:.1e}")
print(f"viewing angle: {view_deg:.0f} degrees")
print(f"emissivity at that angle, bare: {oblique_bare:.4f}")
print(f"emissivity at that angle, oxide: {oblique_film:.4f}")
print("every check passed")
```

Printed output:

```
wavelength: 950 nm
index of oxide: 1.45, of silicon: 3.60
quarter-wave thickness: 163.79 nm
best thickness from wave equation: 163.79 nm
r01 (air-oxide): -0.1837
r12 (oxide-silicon): -0.4257
first wave from lower face: 0.4114
all waves from lower face: 0.4463
total reflection amplitude: 0.2626
reflectance, bare: 0.3195
reflectance, quarter-wave oxide: 0.0690
emissivity, bare: 0.6805
emissivity, quarter-wave oxide: 0.9310
emissivity ratio: 1.3681
emissivity, half-wave oxide: 0.6805
ideal film index sqrt(ns): 1.8974
second radiation constant c2: 14387.8 um K
pyrometer reading: 1050 C = 1323.15 K
true wafer temperature: 1014.7 C
true minus reading: -35.3 K
reflector reflectance (rough): 0.90
effective emissivity, bare: 0.9552
effective emissivity, oxide: 0.9926
true minus reading, reflector: -4.4 K
Neglected effects (rough material values)
dn/dT of silicon: 2.5e-04 per K
hot silicon index: 3.86
hot emissivity, bare: 0.654
hot emissivity, oxide: 0.913
true minus reading, hot index: -37.5 K
hot absorption coefficient: 5000 per cm
hot extinction index: 0.038
emissivity shift from it: -4.1e-05
cold absorption coefficient: 150 per cm
wafer thickness: 775 um
one-pass leak, cold wafer: 8.9e-06
emissivity, oxide 5 % thicker: 0.9289
emissivity, oxide 5 % thinner: 0.9289
shift from a 20 nm band: -3.4e-05
viewing angle: 30 degrees
emissivity at that angle, bare: 0.6804
emissivity at that angle, oxide: 0.9277
every check passed
```
